\section*{Saturation Velocity from Momentum and Energy Balance with Optical Phonons, part 2}

We seek the strong-field drift velocity of electrons in a parabolic band of mass $m$. The force on each electron is $+eF$ along $x$, with $e>0$ and field strength $F>0$. The momentum is $\mathbf p$, the kinetic energy $E=p^2/2m$, and $v_x=p_x/m$. Angle brackets average over all electrons at one time, and $v=\langle v_x\rangle$.

The lattice has temperature $T$, and $k$ is Boltzmann's constant. Optical phonons have energy $\hbar\omega$ and mean number $N$, with $2N+1=\coth(\hbar\omega/2kT)$. Pauli blocking is neglected. Scattering is randomising: all final directions are equally likely. Let $w(E)$ be the rate for final energy $E$, without the phonon factor, and zero for negative argument. Emission and absorption have the rates
\begin{equation}
W_e=(N+1)\,w(E-\hbar\omega),\qquad W_a=N\,w(E+\hbar\omega),
\label{rates}
\end{equation}
\begin{equation}
w(E)=w_1\sqrt{\frac{E}{\hbar\omega}} ,
\label{root}
\end{equation}
where $w_1$ measures the coupling strength.

At electron energies far above $\hbar\omega$ and $kT$, the steady state obeys
\begin{align}
eF&=(2N+1)\langle p_xw\rangle, \label{m2}\\
eFv&=\hbar\omega\langle w\rangle . \label{e2}
\end{align}
The approximate closure
\begin{equation}
\langle p_xw\rangle\simeq\langle p_x\rangle\langle w\rangle=mv\langle w\rangle
\label{closure}
\end{equation}
then gives the balance value
\begin{equation}
v_s=\sqrt{\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT}} .
\label{vs}
\end{equation}

This balance is stable only if $w$ rises with energy. A constant $w$ is the marginal case: $v=eF/[(2N+1)mw]$, and the typical energy $\varepsilon$ obeys
\begin{equation}
\frac{d\varepsilon}{dt}=\frac{e^2F^2}{(2N+1)m\,w(\varepsilon)}-\hbar\omega\,w(\varepsilon) ,
\label{heat}
\end{equation}
which vanishes at the critical field
\begin{equation}
eF_c=w\sqrt{(2N+1)m\hbar\omega} .
\label{fc}
\end{equation}
The constant-rate run listed in the numerical output has $2N+1=1.2177$ and $eF=2w\sqrt{m\hbar\omega}$; its constant rate $w$ appears there as \verb|w1|.

\section{The kinetic prefactor and a worked example}

The first half considered electrons of mass $m$ driven by a force $eF$ along $x$, with phonons of energy $\hbar\omega$ and occupation $N$, where $2N+1=\coth(\hbar\omega/2kT)$. At electron energies far above $\hbar\omega$ and $kT$, emission and absorption have the rates $(N+1)w(E)$ and $Nw(E)$. The steady balances are $eF=(2N+1)\langle p_xw\rangle$ and $eFv=\hbar\omega\langle w\rangle$. The closure $\langle p_xw\rangle=mv\langle w\rangle$ then gives $v_s^2=\hbar\omega/[m(2N+1)]$. In a parabolic band $w=w_1\sqrt{E/\hbar\omega}$.

The error of the closure can be collected in one number,
\begin{equation}
R=\frac{\langle v_x\rangle\langle w\rangle}{\langle v_xw\rangle} .
\end{equation}
Since $\langle p_xw\rangle=m\langle v_xw\rangle=mv\langle w\rangle/R$, division of the balances gives
\begin{equation}
v^2=R\,\frac{\hbar\omega}{m(2N+1)} .
\label{vr}
\end{equation}
To find $R$ one needs the distribution of the electrons over momentum. In a strong field this distribution is nearly isotropic, and it may be written as
\begin{equation}
f(\mathbf p)=f_0(E)+f_1(E)\cos\theta ,
\end{equation}
where $\theta$ is the angle between $\mathbf p$ and the force. Higher angular terms are neglected.

In the steady state the change of $f$ caused by the field, $eF\,\partial f/\partial p_x$, equals the change caused by collisions. Consider the part proportional to $\cos\theta$. With $u=p/m$ for the speed, $\partial f_0/\partial p_x=u\cos\theta\,df_0/dE$. Collisions remove electrons from each direction at the rate $(2N+1)w$, and they return them evenly over all directions, so the returning electrons contribute nothing to the $\cos\theta$ part. Hence
\begin{equation}
eFu\frac{df_0}{dE}=-(2N+1)w f_1,\qquad
f_1=-\frac{eFu}{(2N+1)w}\frac{df_0}{dE} .
\label{f1}
\end{equation}
Since $f_0$ falls with energy, $f_1$ is positive, as a drift along the force requires.

The isotropic part follows from counting electrons that cross a surface of constant energy. The field carries them outward through the sphere of radius $p$ at the rate
\begin{equation}
\int eF\cos\theta\,f\,p^2d\Omega=\frac{4\pi}{3}eFp^2f_1 ,
\end{equation}
because $\cos^2\theta$ has the angular average $1/3$ and the $f_0$ term integrates to zero. Phonons carry electrons inward. The number of electrons per unit energy is $4\pi p^2f_0\,dp/dE=4\pi p^2f_0/u$. Emission takes electrons across the surface from a layer of thickness $\hbar\omega$ above it, and absorption brings them back from an equal layer below. To leading order in $\hbar\omega$ the net inward rate is
\begin{equation}
\hbar\omega\left[(N+1)w-Nw\right]\frac{4\pi p^2f_0}{u}=\hbar\omega\,w\,\frac{4\pi p^2f_0}{u} .
\end{equation}
In the steady state the two rates are equal, so $eFuf_1/3=\hbar\omega wf_0$. Inserting $f_1$ from Eq.~\eqref{f1} gives
\begin{equation}
\frac{1}{f_0}\frac{df_0}{dE}=-\frac{3(2N+1)\hbar\omega\,w^2}{e^2F^2u^2} .
\end{equation}
For the parabolic band $w^2=w_1^2E/\hbar\omega$ and $u^2=2E/m$. The energy cancels, and the right side is a constant. The solution is an exponential with an electron temperature $T_e$:
\begin{equation}
f_0\propto e^{-E/kT_e},\qquad
kT_e=\frac{2e^2F^2}{3(2N+1)m w_1^2} .
\label{te}
\end{equation}

The strength of the field is conveniently measured by
\begin{equation}
\phi=\frac{eF}{w_1\sqrt{m\hbar\omega}},\qquad
\frac{kT_e}{\hbar\omega}=\frac{2\phi^2}{3(2N+1)} .
\end{equation}
Using $df_0/dE=-f_0/kT_e$ in Eq.~\eqref{f1}, together with $u/w=\sqrt{2\hbar\omega/m}/w_1$, one finds
\begin{equation}
\frac{f_1}{f_0}=\frac{eF}{(2N+1)kT_e}\,\frac{\sqrt{2\hbar\omega/m}}{w_1}
=\frac{\sqrt2\,\phi}{2N+1}\,\frac{3(2N+1)}{2\phi^2}=\frac{3}{\sqrt2\,\phi} .
\end{equation}
The distribution is thus nearly isotropic when $\phi$ is large, which supports the starting assumption.

The averages can now be evaluated with $x=E/kT_e$. The number of states is proportional to $\sqrt x$, so $\langle w\rangle$ is an average of $\sqrt x$ with weight $\sqrt x\,e^{-x}$. Averages containing $v_x$ receive another factor $\sqrt x$ from the speed, and $f_1$ is proportional to $f_0$, so their weight is $x\,e^{-x}$. With $w_T=w(kT_e)$,
\begin{align}
\frac{\langle w\rangle}{w_T}&=\frac{\int_0^\infty x\,e^{-x}dx}{\int_0^\infty x^{1/2}e^{-x}dx}
=\frac{1}{\sqrt\pi/2}=\frac{2}{\sqrt\pi},\\
\frac{\langle v_xw\rangle}{w_T\langle v_x\rangle}&=\frac{\int_0^\infty x^{3/2}e^{-x}dx}{\int_0^\infty x\,e^{-x}dx}
=\frac{3\sqrt\pi}{4} .
\end{align}
Their ratio is
\begin{equation}
R=\frac{2}{\sqrt\pi}\,\frac{4}{3\sqrt\pi}=\frac{8}{3\pi}=0.8488,\qquad
v_k=\sqrt{\frac{8}{3\pi}}\;v_s=0.921\,v_s .
\label{vk}
\end{equation}
The kinetic velocity is therefore about 8\% below $v_s$ in this model, when the difference is taken relative to $v_s$. The sign has a simple cause. At energy $E$ the mean of $v_x$ is $uf_1/3f_0$, which grows as $\sqrt E$. The faster electrons carry more of the drift and also scatter more often, so momentum is lost faster than the closure assumes.

Elastic scattering changes the velocity without taking energy. Let it be randomising, with the rate $b\,w(E)$ and a constant $b$. It adds $b\langle p_xw\rangle$ to the momentum loss and nothing to the energy loss. In the kinetic equations it replaces $2N+1$ by $2N+1+b$ in Eq.~\eqref{f1}, which alters $T_e$ but leaves $f_0$ exponential and $R$ unchanged. Thus
\begin{equation}
v^2=\frac{8}{3\pi}\,\frac{\hbar\omega}{m(2N+1+b)} .
\label{elastic}
\end{equation}

For a numerical example take the round parameters $\hbar\omega=60$ meV, $m=0.30\,m_e$, $w_1=2\times10^{13}$ s$^{-1}$ and $T=300$ K, where $m_e$ is the free-electron mass. The phonon energy and the mass are close to those of electrons in silicon, where non-polar transfer between valleys is important. The rate constant is larger than in silicon, for which the usual coupling constants give about $6\times10^{12}$ s$^{-1}$. The steady state of the model depends on $F$ and $w_1$ only through $F/w_1$, so with the smaller constant the same heating would occur at fields more than three times lower. The fields quoted below therefore belong to the model and not to silicon. With $kT=25.85$ meV,
\begin{equation}
\tanh\frac{60}{2\times25.85}=0.821,\qquad
\sqrt{\frac{\hbar\omega}{m}}=1.876\times10^7\ \mathrm{cm/s} .
\end{equation}
The balance and kinetic values are
\begin{align}
v_s&=1.876\times10^7\times\sqrt{0.821}=1.70\times10^7\ \mathrm{cm/s},\\
v_k&=0.921\times1.70\times10^7=1.57\times10^7\ \mathrm{cm/s} .
\end{align}
With $\hbar\omega$ and $m$ held fixed, $v_s$ is $1.88\times10^7$ cm/s at 77 K, $1.57\times10^7$ cm/s at 400 K and $1.46\times10^7$ cm/s at 500 K.

A Monte Carlo simulation of the parabolic model, with the full rates at energies $E\mp\hbar\omega$, tests the strong-field limit at $\phi=8$. This corresponds to 512 kV/cm, a field chosen to reach the limit and not to represent a working device. At 77, 300 and 500 K the simulated velocities are 1.72, 1.54 and $1.33\times10^7$ cm/s. The kinetic formula gives 1.73, 1.57 and $1.34\times10^7$ cm/s. The simulated velocities, here and below, carry a sampling error of up to about 1\%, so their last digit is uncertain. In the 300 K run the momentum loss falls 1.4\% short of the force, and without sampling noise the model gives $1.56\times10^7$ cm/s at this field. At 300 K the simulated $R$, formed with the total scattering rate, is 0.841, and the mean energy is $53.3\,\hbar\omega$ against $\tfrac32kT_e=52.6\,\hbar\omega$. Elastic scattering with $b=0.25$ lowers the simulated velocity to $1.42\times10^7$ cm/s, where Eq.~\eqref{elastic} gives $1.43\times10^7$ cm/s.

At lower fields the limit is approached gradually. For 50, 100 and 200 kV/cm the same parabolic model gives 1.19, 1.38 and $1.50\times10^7$ cm/s at 300 K. The last value is 4\% below $v_k$, and the middle one is 12\% below. At 100 kV/cm the mean energy is 193 meV, about three phonon energies, so the condition $E\gg\hbar\omega$ is poorly met.

Real bands are not parabolic at such energies. A simple description is $E(1+\alpha E)=p^2/2m$. Differentiation gives $(1+2\alpha E)\,dE=p\,dp/m$, so the speed is
\begin{equation}
u=\frac{dE}{dp}=\frac{p}{m(1+2\alpha E)} .
\end{equation}
With one typical energy $E$ for all electrons, the closure now reads $\langle p_xw\rangle\simeq m(1+2\alpha E)v\langle w\rangle$, and
\begin{equation}
v^2\simeq\frac{\hbar\omega}{m(2N+1)(1+2\alpha E)} .
\end{equation}
At a given field the velocity is lower than in the parabolic band, and the estimated reduction grows with the electron energy. Since a stronger field heats the electrons further, the estimate falls slowly with field in the strong-field regime, and this band has no strictly constant limiting velocity. With $\alpha=0.5$ eV$^{-1}$ and the other parameters fixed, the simulation gives $1.18\times10^7$ cm/s at 100 kV/cm and $1.20\times10^7$ cm/s at 200 kV/cm. These are 15\% and 20\% below the parabolic values at the same fields. At 200 kV/cm the mean energy is 246 meV, and the estimate accounts for a reduction of $1-1/\sqrt{1.246}$, or 10\%. The estimate does not explain the remainder.

The measured saturated velocity of electrons in silicon at room temperature is roughly $1\times10^7$ cm/s, so the simple formula is too high by a factor of about 1.7. The parabolic band is one assumption that fails. In the simulation at 200 kV/cm its correction lowers the velocity by 20\%, and the reduction is larger if the coupling is weaker and the electrons are hotter. Elastic scattering of the assumed strength would take off roughly another 9\%, a figure taken from the parabolic strong-field limit. The value $b=0.25$ is low for silicon. Acoustic scattering with a deformation potential of 9 eV, set against the rate constant $6\times10^{12}$ s$^{-1}$, corresponds to $b\approx0.45$ at 300 K and to a reduction of about 15\% in the same limit. The anisotropic mass acts the other way. For equally populated valleys with the same $w$, averaging the response $1/m_i$ over the three axes gives $3/m_c=1/m_l+2/m_t$. The rough masses $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$ give $m_c=0.26\,m_e$, which raises $v_s$ by 8\% relative to its value for the assumed $0.30\,m_e$. This estimate requires the valleys to exchange electrons often, so that they share one energy distribution. Isolated valleys heat unequally unless the field lies along a $\langle111\rangle$ direction. For equal populations the gain then drops to about 7\% along $\langle110\rangle$ and 3\% along $\langle100\rangle$. Silicon also has phonons of lower energy that transfer electrons between valleys. If mode $i$ has the rate $w_i$, with all $w_i$ in fixed proportion, adding the balances and applying the closure gives
\begin{equation}
v^2=\frac{\sum_i\hbar\omega_i\langle w_i\rangle}{m\sum_i(2N_i+1)\langle w_i\rangle} .
\end{equation}
This is a weighted mean of the single-mode values of $v^2$, so modes of lower energy pull the velocity down. For square-root rates the kinetic factor $8/3\pi$ multiplies the right side, as for one mode.

The length of the channel matters too. At 100 kV/cm an electron gains at most 10 meV per nanometre of travel along the force. In the parabolic model it must gain $193-39=154$ meV above the thermal mean $\tfrac32kT$, which requires at least 15 nm even without losses. The steady-state velocity cannot be assumed in a channel of that length. In a thin channel the density of states also changes: one parabolic two-dimensional subband has $p\,dp=m\,dE$, hence a constant rate, and the rise needed for a stable balance has to come from elsewhere, for example from further subbands or from the band shape.

Two other omissions can be sized. For $10^{18}$ electrons per cm$^3$ in one valley, with $\tfrac32kT_e$ set equal to the simulated parabolic mean energy at 100 kV/cm, the occupation at the band edge is about 0.02. Pauli blocking is then small, but the occupation grows in proportion to the density. Pair creation across a gap of 1.1 eV needs electrons above that energy. For the assumed $w_1$, their fraction at 200 kV/cm is 0.12 in the parabolic band and of order $10^{-5}$ in the nonparabolic one. The smaller fraction comes from rare events and rises steeply when the coupling is weaker, so it is not an estimate for silicon. The parabolic model can thus give a velocity of the right order while greatly overstating the energetic tail, and it should not be used to estimate breakdown. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
phonon energy: 60.0 meV; mass: 0.30 m_e
rate constant w1: 2.00e+13 1/s; lattice temperature: 300 K
thermal energy kT: 25.85 meV
phonon occupation N: 0.1089; 2N+1: 1.2177
tanh(hw/2kT): 0.8212; its square root: 0.9062
sqrt(hw/m), cold limit: 1.876e+07 cm/s
balance v_s at 300 K: 1.700e+07 cm/s
R = 8/(3 pi): 0.8488; sqrt(R): 0.9213
kinetic v_s at 300 K: 1.566e+07 cm/s
balance v_s at 77 K: 1.875e+07 cm/s
balance v_s at 400 K: 1.571e+07 cm/s
balance v_s at 500 K: 1.455e+07 cm/s
field unit (phi=1): 63.98 kV/cm
test field phi: 8.0 = 512 kV/cm
test field, 77 K: simulated 1.722e+07, kinetic 1.728e+07 cm/s
test field, 300 K: simulated 1.541e+07, kinetic 1.566e+07 cm/s
test field, 500 K: simulated 1.326e+07, kinetic 1.341e+07 cm/s
momentum loss / force, simulated: 0.9864
energy loss / field power, simulated: 1.0035
R simulated: 0.8411
mean energy/hw: simulated 53.31, formula 52.56
<E^2>/<E>^2: simulated 1.6793, exponential 1.6667
elastic b=0.25: simulated 1.415e+07, formula 1.426e+07 cm/s
elastic reduction factor: 0.9109
constant rate, phi=2.0: critical phi 1.1035
energy growth (hw*w1): simulated 2.289, formula 2.285
constant-rate v/sqrt(hw/m): simulated 1.635, formula 1.642
50 kV/cm parabolic: v 1.186e+07 cm/s, mean energy 94.0 meV
100 kV/cm parabolic: v 1.378e+07 cm/s, mean energy 192.9 meV
200 kV/cm parabolic: v 1.502e+07 cm/s, mean energy 559.8 meV
nonparabolicity: 0.50 1/eV
100 kV/cm nonparabolic: v 1.177e+07 cm/s, mean energy 135.8 meV
200 kV/cm nonparabolic: v 1.196e+07 cm/s, mean energy 246.4 meV
fraction above 1.1 eV at 200 kV/cm: parabolic 1.20e-01, nonparabolic 2.30e-05
rough masses: long 0.92, transverse 0.19 m_e
conductivity mass: 0.258 m_e; velocity factor 1.078
band-edge filling, one valley, 1e+18 cm^-3, 100 kV/cm: 0.0219
heating length at 100 kV/cm: 15.4 nm
\end{verbatim}
